# Why a Tin–Carbon σσ* Triplet Repels and Separates into Radicals

## The result

Promote one electron of a tin–carbon bond from the bonding level σ to the antibonding level σ*, with the two spins parallel. Two questions follow: why do the fragments repel, and why do they leave as radicals rather than ions? The answers have different causes.

The repulsion comes mainly from overlap. Let $a$ be the singly occupied orbital of the tin radical and $b$ that of the carbon radical, with overlap $S$. One electron in σ and one in σ* together cost, relative to one electron on each site,

$$X=-\frac{2S\gamma}{1-S^2},\qquad \gamma=h_{ab}-S\bar h,\qquad \bar h=\tfrac12(h_{aa}+h_{bb}). \tag{1}$$

For a bond, $S\gamma<0$ and $X>0$: the antibonding electron loses more than the bonding electron gains. Electron repulsion modifies this cost. With $J$ and $K$ the Coulomb and exchange integrals of $a$ and $b$, making the two spins parallel instead of antiparallel in the same frozen orbitals costs

$$D=\frac{-2S\gamma+S^2J-K}{1-S^2}. \tag{2}$$

The radical products come from spin. Two closed-shell ions have total spin zero and cannot carry a triplet; two radicals can. This holds whatever the size of the overlap.

The orbitals are real and normalized, the nuclei are fixed, and spin-orbit coupling is left out. The operator $h$ holds the kinetic energy, the attraction of the nuclei and the mean field of all closed shells, which are frozen. Its matrix elements are $h_{aa}$, $h_{bb}$ and $h_{ab}$.

## Contribution 1: the one-electron cost of overlap

**Equal sites.** Take $h_{aa}=h_{bb}=\alpha$. By symmetry the levels are the sum and difference of $a$ and $b$. Since $\langle a\pm b|a\pm b\rangle=2(1\pm S)$, the energies are

$$E_\pm=\frac{2\alpha\pm2h_{ab}}{2(1\pm S)}=\frac{\alpha\pm h_{ab}}{1\pm S}.$$

Here $\bar h=\alpha$, so $h_{ab}=\gamma+\alpha S$. Inserting this gives $\alpha\pm h_{ab}=\alpha(1\pm S)\pm\gamma$, and therefore

$$E_+=\alpha+\frac{\gamma}{1+S},\qquad E_-=\alpha-\frac{\gamma}{1-S}. \tag{3}$$

With $\gamma<0$ and $S>0$, the bonding level drops by $|\gamma|/(1+S)$ and the antibonding level rises by $|\gamma|/(1-S)$. The asymmetry comes from normalization. The sum $a+b$ has a large norm and must be scaled down; the difference $a-b$ has a small norm and must be scaled up.

For round values $\gamma=-3.0$ eV and $S=0.3$, the drop is $3.0/1.3=2.31$ eV and the rise is $3.0/0.7=4.29$ eV. With the same $\gamma$ and $S=0$, both are 3.0 eV. The bond is then already lost, because the gain and the loss cancel, but there is no push. Overlap turns "no bond" into repulsion.

**Unequal sites.** A tin–carbon bond is polar, so this case is needed. The levels solve

$$(h_{aa}-E)(h_{bb}-E)-(h_{ab}-ES)^2=0. \tag{4}$$

Collecting powers of $E$ gives

$$(1-S^2)E^2-(h_{aa}+h_{bb}-2Sh_{ab})E+h_{aa}h_{bb}-h_{ab}^2=0.$$

The sum of the roots of a quadratic is minus the linear coefficient divided by the leading one:

$$E_\sigma+E_{\sigma^*}=\frac{h_{aa}+h_{bb}-2Sh_{ab}}{1-S^2}.$$

Subtract the site energies, $h_{aa}+h_{bb}=2\bar h$, over the common denominator:

$$X=\frac{2\bar h-2Sh_{ab}-2\bar h(1-S^2)}{1-S^2}=\frac{-2S(h_{ab}-S\bar h)}{1-S^2}.$$

This is Eq. (1). The site difference $h_{aa}-h_{bb}$ has dropped out, so at given $S$, $\bar h$ and $h_{ab}$ polarity does not change the total cost. It does change how the cost is divided.

To see that the two shifts keep their directions, put $E=h_{aa}$ in the left side of Eq. (4). The result is $-(h_{ab}-Sh_{aa})^2\le0$, and likewise for $h_{bb}$. The quadratic opens upward, so both site energies lie between the two levels. The bonding level is never above the lower site, and the antibonding level is never below the higher one. Then $X$ is the rise measured from the higher site minus the drop measured from the lower site.

**The energy zero.** Adding a constant $C$ to $h$ changes $\bar h$ by $C$ and $h_{ab}$ by $CS$. Hence $\gamma$ changes by $CS-SC=0$. The quantity that decides the sign is $\gamma$, not $h_{ab}$, which depends on the chosen zero.

**Orthogonal orbitals.** One could replace $a$ and $b$ by symmetrically orthogonalized orbitals with zero overlap. The levels cannot change. For equal sites, Eq. (3) then requires a new site energy and coupling

$$\alpha'=\frac{E_++E_-}{2}=\alpha-\frac{S\gamma}{1-S^2},\qquad \beta'=\frac{E_+-E_-}{2}=\frac{\gamma}{1-S^2}.$$

The levels now split evenly about $\alpha'$, but $\alpha'$ lies above $\alpha$ by $X/2$. The repulsion has moved into the site energies. "Caused by overlap" therefore refers to a description in overlapping fragment orbitals, which are the natural reference for breaking a bond.

## Contribution 2: electron repulsion and exchange

Write $\sigma=c_1a+c_2b$ and $\sigma^*=d_1a+d_2b$. The space part of the triplet is antisymmetric:

$$\sigma(1)\sigma^*(2)-\sigma^*(1)\sigma(2)=(c_1d_2-c_2d_1)\,[a(1)b(2)-b(1)a(2)].$$

The terms $a(1)a(2)$ and $b(1)b(2)$ have coefficients $c_1d_1-d_1c_1=0$ and $c_2d_2-d_2c_2=0$. Thus, within these two orbitals, the σσ* triplet is one electron on each fragment, however polar σ and σ* are.

The normalized function is $[a(1)b(2)-b(1)a(2)]/\sqrt{2(1-S^2)}$, because the cross terms of its norm give $-2S^2$. For its energy, define

$$J=\iint\frac{e^2a(1)^2b(2)^2}{r_{12}}\,d1\,d2,\qquad K=\iint\frac{e^2a(1)b(1)a(2)b(2)}{r_{12}}\,d1\,d2.$$

The direct product $ab$ contributes $h_{aa}+h_{bb}+J$. The exchanged product contributes with a minus sign. In it, $h$ acting on one electron gives $h_{ab}$ while the other electron gives $S$. There are two electrons, so the one-electron part is $2Sh_{ab}$; the repulsion part is $K$. Hence

$$E_T=\frac{h_{aa}+h_{bb}-2Sh_{ab}+J-K}{1-S^2}. \tag{5}$$

As a reference, keep the same orbitals but give the electrons opposite spins. Exchange terms between opposite spins vanish, so

$$E_{\rm anti}=h_{aa}+h_{bb}+J.$$

This is a single determinant, a mixture of singlet and triplet, and not the true ground state. Its use is that it contains everything except the effect of parallel spins in $a$ and $b$. Subtracting,

$$E_T-E_{\rm anti}=\frac{2\bar h-2Sh_{ab}+J-K-(1-S^2)(2\bar h+J)}{1-S^2}=\frac{-2S(h_{ab}-S\bar h)+S^2J-K}{1-S^2},$$

which is Eq. (2).

The sign of $D$ is a contest. The overlap cost wins if $-2S\gamma>K-S^2J$. If $S=0$, then $D=-K$. The integral $K$ is the electrostatic self-repulsion of the charge distribution $ab$ and is not negative, so parallel spins are then the lower arrangement, or equal if $K=0$. The repulsive triplet is a property of overlapping radical orbitals, not of parallel spins alone.

## Weighing the terms in methylstannane

Methylstannane, H₃Sn–CH₃, is the simplest molecule in which four-bonded tin carries a methyl group. The geometry is tetrahedral with round lengths: Sn–C 2.15 Å, Sn–H 1.71 Å and C–H 1.09 Å. The method is Hartree–Fock in the def2-SVP basis, with 28 inner electrons of tin replaced by an effective core potential.

Each radical is first computed alone, in the shape it has in the molecule. Its singly occupied orbital, made orthogonal to the closed shells of both fragments and normalized, serves as $a$ or $b$. At 2.15 Å this gives $S=0.567$ (before being made orthogonal to the closed shells, the two radical orbitals overlap by 0.492) and

- $h_{aa}=-17.806$ eV, $h_{bb}=-23.354$ eV, $h_{ab}=-15.357$ eV;
- $J=9.329$ eV, $K=3.778$ eV.

The mean site energy is $-20.580$ eV, so

$$\gamma=-15.357+0.567\times20.580=-3.69\ \text{eV}.$$

With $1-S^2=0.6785$, the one-electron cost is

$$X=\frac{2\times0.567\times3.688}{0.6785}=6.16\ \text{eV}.$$

It divides very unevenly: the antibonding level rises by 6.70 eV, while the bonding level drops by only 0.54 eV. Equation (4) shows why. Relative to the lower, carbon site the effective coupling is $h_{ab}-Sh_{bb}=-2.1$ eV, small beside the site difference of 5.5 eV. Relative to the tin site it is $h_{ab}-Sh_{aa}=-5.3$ eV. Polarity and overlap together make the bonding gain small.

These levels belong to one electron in the field of the frozen core. They are not the orbital energies of the neutral molecule, and 0.54 eV is not a bond energy.

Electron repulsion contributes

$$\frac{S^2J-K}{1-S^2}=\frac{3.00-3.78}{0.6785}=-1.15\ \text{eV}.$$

It removes about a fifth of the overlap cost and leaves $D=5.02$ eV.

The whole frozen triplet lies 6.50 eV above the separated radicals. The remaining $6.50-5.02=1.48$ eV is the interaction energy of the antiparallel reference: electrostatics, and the repulsion that involves closed shells. At this distance the parallel spins in $a$ and $b$ account for 77% of the frozen repulsion.

**Removing the overlap.** A separate comparison shows the role of $S$ in $D$. Place a planar methyl radical 3.00 Å from the tin atom. With its radical orbital pointing along the Sn–C line, $|S|=0.282$, $K=0.83$ eV and $D=+0.82$ eV. Now turn the methyl so that this orbital is odd under reflection in a mirror plane of the whole system, while the tin orbital is even. The overlap vanishes by symmetry, $K$ falls to 0.049 eV, and $D=-0.049$ eV.

The Sn–C distance is held fixed, though the methyl hydrogens turn with the orbital. The sign of $D$ reverses, as Eq. (2) requires. The total repulsion does not vanish, however. With relaxed orbitals the turned pair still lies 0.75 eV above the separated radicals, against 0.90 eV for the facing pair. In the turned pair this repulsion comes from the terms outside $D$, which include the closed shells.

## Contribution 3: relaxation, and the path to radicals

So far the orbitals were those of free radicals. Letting all orbitals adjust, in an unrestricted Hartree–Fock calculation, lowers the repulsion at 2.15 Å by 1.92 eV, from 6.50 to 4.58 eV. The separated radicals are treated in step with the triplet: the frozen value is measured from radicals in restricted open-shell Hartree–Fock, which supplies the frozen orbitals, and the relaxed value from radicals in unrestricted Hartree–Fock. The 1.92 eV is therefore the lowering of the triplet beyond that of the separate radicals. It is the largest correction to the frozen picture among those computed here, and it is not converged in this basis: in def2-TZVP, or with diffuse functions added, it grows to about 2.3 eV.

Stretching the Sn–C distance with each fragment kept rigid gives the following energies in eV. The last two columns are measured from the separated radicals.

| Sn–C (Å) | $S$ | $D$ | frozen | relaxed |
|---|---|---|---|---|
| 2.15 | 0.567 | 5.02 | 6.50 | 4.58 |
| 2.50 | 0.467 | 2.78 | 3.09 | 2.50 |
| 3.00 | 0.326 | 1.07 | 1.05 | 0.92 |
| 4.00 | 0.122 | 0.11 | 0.10 | 0.09 |

The relaxed energy falls from each listed distance to the next. Between the first two, the mean outward force is $(4.58-2.50)/0.35\approx5.9$ eV/Å. At 3.00 and 4.00 Å, $D$ slightly exceeds the whole frozen repulsion, so the remaining terms are weakly attractive there. Within Hartree–Fock, the overlap mechanism describes the outer part of the path best; near the bond length it shares the work with closed-shell and electrostatic terms and is softened by relaxation. Dispersion attraction, which Hartree–Fock leaves out, could offset the small repulsion at 4.00 Å.

The relaxed wave function shows the same trend. Its squared overlap with the frozen triplet is 0.78 at 2.15 Å, 0.96 at 2.50 Å and 0.99 at 4.00 Å. The first value depends strongly on the basis: it is 0.70 in def2-TZVP, and with diffuse functions added on tin and carbon it falls to about 0.5, the exact figure depending on their exponents. The summed $\langle r^2\rangle$ of the electrons exceeds that of the ground state by about 2 bohr² in def2-SVP, 6 in def2-TZVP and 18 with diffuse functions, so the vertical state is partly Rydberg-like. At the bond length the relaxed state therefore also uses spread-out orbitals that the two-orbital picture lacks.

At 2.15 Å a Mulliken analysis, which shares overlap charge equally between atoms, gives the SnH₃ group a charge of $-0.295e$ and 1.294 unpaired electrons. Compared with a neutral radical, the group has 0.295 more electrons and 0.294 more net spin. Adding and subtracting these, the spin-up population has grown by about 0.29 and the spin-down population hardly at all. These numbers assign basis functions to atoms and do not prove that charge has moved. Counting instead the spin-up density on the tin side of a plane across the bond, 1.39 Å from tin, gives a gain of only about 0.08 electron over the superposed radicals (0.13 to 0.04 as the plane is moved from 1.2 to 1.55 Å), and with diffuse functions a loss of 0.13. The direction of any transfer is thus not settled, but the spin-up electrons have clearly changed their orbitals.

The two-orbital triplet has no freedom to do this, since it consists of a single function. The change must use further orbitals. The statement that the triplet has no ionic part thus belongs to the two-orbital model, and is only approximate for the relaxed state at the bond length.

At 4.00 Å the charge is $-0.003e$ and the SnH₃ group holds 1.003 unpaired electrons. The products are neutral radicals.

**Why not ions?** Without spin-dependent forces, total spin is conserved. Two spins of one half can combine to one; two closed shells give zero. The triplet therefore cannot separate into SnH₃⁺ and CH₃⁻ in their closed-shell states.

Energy points the same way in the gas phase. These ions, far apart, lie about 9.5 eV above the radicals in Hartree–Fock with the larger def2-TZVP basis. That basis lacks the diffuse functions an anion needs, so the figure is rough and too high. With diffuse functions added to def2-SVP it is 9.2 eV in Hartree–Fock and 8.3 eV in second-order perturbation theory, and letting the cation become planar lowers the ions by a further 0.9 eV; the ions stay well above the radicals. A polar surrounding would also lower it. The spin argument depends on neither correction.

## How firm are the numbers?

The vertical triplet lies 6.84 eV above the ground state in Hartree–Fock, and the rigid radicals lie 2.26 eV above it. The difference is the 4.58 eV (442 kJ/mol) of repulsive energy.

- **Electron correlation.** Second-order perturbation theory gives 7.27 and 3.34 eV for the same two energies, leaving 3.93 eV. The repulsion falls by 0.65 eV. Higher-order correlation methods were not tried.
- **Basis.** In def2-TZVP the Hartree–Fock repulsion is 4.24 eV, lower by 0.35 eV; the vertical triplet energy falls to 6.52 eV, and from 7.27 to 6.91 eV in second-order perturbation theory. The frozen quantity $D$ moves by only 0.04 eV, so the relaxed state is the more sensitive to the basis. Adding one diffuse s and one diffuse p set on tin and on carbon to def2-SVP also matters: the repulsion becomes 4.28 eV, the vertical triplet energy 6.53 eV, and the mean outward force between 2.15 and 2.50 Å 5.2 eV/Å.
- **Spin-orbit coupling.** In the threefold-symmetric geometry used here, direct mixing of the σσ* triplet with the ground state vanishes. Both σ and σ* are unchanged by the rotations and reflections that leave the molecule unchanged, and orbital angular momentum has no matrix element between two such orbitals. Mixing with other excited states is allowed, and its size was not computed. Distortions of the molecule also lift the restriction. At long distance the singlet and triplet radical pairs approach each other in energy, so even weak couplings left out here may change the spin. By then the fragments are neutral radicals.

Adding the separate correlation and def2-TZVP corrections would give about 3.6 eV. Second-order perturbation theory carried out directly in def2-TZVP gives 3.3 eV, so the two corrections do not simply add. These values correlate all electrons outside the core potential; with the tin 4s4p4d and carbon 1s shells frozen, the repulsion is 4.04 eV in def2-SVP and 3.56 eV in def2-TZVP, so much of the non-additivity comes from the inner shells. The correlated repulsion at the bond length thus falls from 3.9 to 3.3 eV between the two basis sets. Neither value is corrected for the basis functions that each fragment borrows from the other in the pair. In def2-SVP this correction raises the repulsion from 3.93 to 4.12 eV, so the value for a complete basis remains open.

## What this means for a tin resist

Organotin-oxo resists for extreme-ultraviolet lithography contain Sn–C bonds of roughly the length used here, and the rigid bond energy of 3.3 eV from second-order perturbation theory is near the rough 3 eV typical of such bonds (Hartree–Fock alone gives only 2.3 eV). Both computed values are for the small def2-SVP basis. In def2-TZVP the correlated value rises to 3.6 eV (3.4 eV with the inner shells frozen) while Hartree–Fock stays at 2.3 eV, so the agreement is only a rough check. Their tin atoms, however, are bound to oxygen, and the organic group is often larger than methyl. Both change the site energies and the stability of the radicals, by amounts not computed here. The shape relaxation of the fragments and the surrounding film are also left out, so the repulsion found here should not be transferred to a resist as it stands.

Nor does the result say how often the triplet forms. A photon at 13.5 nm carries 91.8 eV, far above the 7 eV needed for this excitation, and it mainly ionizes. The slower electrons released can excite triplets by exchange, but ionization and electron capture can also break Sn–C bonds. The conclusion is conditional: if a σσ* triplet is formed, then in the rigid gas-phase model studied here, without spin-orbit coupling, overlap is the main cause of the repulsion and spin directs the fragments towards radicals. Whether the same holds for the oxygen-bound tin of a resist was not computed.
